# Oxide Traps with Capture and Emission under Constant Injected Current: test program

```python
# Result under test: traps that capture at rate c = sigma*J/q and emit at rate e
# obey f(t) = f_ss + (f0 - f_ss)*exp(-t/tau), f_ss = c/(c+e), tau = 1/(c+e).
# f: occupied fraction, f0: its initial value, sigma: capture cross-section,
# J: injected electron current density (magnitude), q: elementary charge.
# Emission shortens the approach to the final value, but from empty traps
# it delays the arrival at any fixed occupancy.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad, cumulative_trapezoid, trapezoid
from scipy.optimize import brentq

q, hbar, m0 = const.e, const.hbar, const.m_e

# Model parameters: rough regime of electron traps in thermal SiO2
sigma = 1e-17          # cm2
N = 1e11               # traps per cm2
J = 1e-5               # A/cm2
e = 2e-4               # 1/s
thickness = 50.0       # nm
centroid = 25.0        # nm, measured from the gate
eps_r = 3.9            # relative permittivity of the oxide
barrier = 3.1          # eV, silicon to oxide conduction band
mass_ratio = 0.42      # tunnelling mass in the oxide / free mass
attempt = 1e13         # 1/s, assumed attempt rate for emission
eps = eps_r * const.epsilon_0 / 100   # F/cm

flux = J / q
c = sigma * flux
f_ss = c / (c + e)
tau, tau0 = 1 / (c + e), 1 / c


def occupancy(t, cap, emi, start=0.0):
    final = cap / (cap + emi)
    return final + (start - final) * np.exp(-(cap + emi) * t)


def integrate(cap, emi, start, times):
    sol = solve_ivp(lambda t, f: cap * (1 - f) - emi * f, (0, times[-1]),
                    [start], t_eval=times, rtol=1e-10, atol=1e-12)
    return sol.y[0]


def arrival(rate, level, t_end=1e5):
    """Time at which a trajectory from empty traps reaches level."""
    def event(t, f):
        return f[0] - level
    event.terminal = True
    sol = solve_ivp(rate, (0, t_end), [0.0], events=event,
                    rtol=1e-10, atol=1e-12)
    return sol.t_events[0][0] if len(sol.t_events[0]) else np.inf


# Numerical integration from empty, half-full and full traps
times = np.linspace(0, 8000, 81)
for start in (0.0, 0.5, 1.0):
    assert np.allclose(integrate(c, e, start, times),
                       occupancy(times, c, e, start), atol=1e-7)

# Two-state rate matrix: stationary vector and relaxation rate
values, vectors = np.linalg.eig(np.array([[-c, e], [c, -e]]))
still = np.argmin(abs(values))
stationary = vectors[:, still] / vectors[:, still].sum()
assert np.isclose(stationary[1], f_ss, rtol=1e-10)
assert np.isclose(-values[1 - still], 1 / tau, rtol=1e-10)

# Random histories of single traps; tolerance is above four standard errors
rng = np.random.default_rng(7)
n_traps, t_stop = 40000, 1000.0
clock = np.zeros(n_traps)
filled = np.zeros(n_traps, dtype=bool)
active = np.ones(n_traps, dtype=bool)
while active.any():
    clock += rng.exponential(1.0, n_traps) / np.where(filled, e, c)
    active &= clock < t_stop
    filled[active] = ~filled[active]
simulated = filled.mean()
assert abs(simulated - occupancy(t_stop, c, e)) < 0.011

# Approach to the curve's own final value, measured on trajectories
t90_list = []
for factor in (0.0, 0.1, 0.5, 1.0, 5.0):
    emi = factor * c
    final = integrate(c, emi, 0.0, np.array([0.0, 1e5]))[-1]
    t90_list.append(arrival(lambda t, f: c * (1 - f) - emi * f, 0.9 * final))
    assert np.isclose(t90_list[-1], np.log(10) / (c + emi), rtol=1e-5)
assert np.all(np.diff(t90_list) < 0)

# Fixed occupancy: later with emission, unreachable above f_ss
level = 0.5
t_half = arrival(lambda t, f: c * (1 - f) - e * f, level)
t_half0 = arrival(lambda t, f: c * (1 - f), level)
assert np.isclose(t_half, -tau * np.log(1 - level / f_ss), rtol=1e-5)
assert t_half > t_half0
assert np.isinf(arrival(lambda t, f: c * (1 - f) - e * f, f_ss + 0.02))
with_e = integrate(c, e, 0.0, times)
without_e = integrate(c, 0.0, 0.0, times)
assert np.all(with_e[1:] < without_e[1:])
early = integrate(c, e, 0.0, np.array([0.0, 1.0]))[-1]
assert np.isclose(early, c * 1.0, rtol=2e-3)

# A no-emission model with other parameters gives the same filling curve
sigma_app = q / (J * tau)
N_app = N * f_ss
same = N_app * integrate(sigma_app * flux, 0.0, 0.0, times)
assert np.allclose(N * with_e, same, atol=1e-6 * N)

# Gate voltage shift: integrate Poisson's equation for a skewed profile
x = np.linspace(0, thickness * 1e-7, 4001)         # cm from the cathode
profile = x**2 * (x[-1] - x)
profile *= N * f_ss / trapezoid(profile, x)
extra_field = q / eps * cumulative_trapezoid(profile, x, initial=0)
from_gate = trapezoid(profile * (x[-1] - x), x) / (N * f_ss)
assert np.isclose(trapezoid(extra_field, x),
                  q * N * f_ss * from_gate / eps, rtol=1e-5)
shift = q * N * f_ss * centroid * 1e-7 / eps       # V


def exponent(depth, field):
    """WKB exponent of a triangular barrier; depth in eV, field in MV/cm."""
    return (4 * np.sqrt(2 * mass_ratio * m0) * (q * depth)**1.5
            / (3 * hbar * q * field * 1e8))


def fn_current(field):
    """Fowler-Nordheim current density in A/cm2; field in MV/cm."""
    pre = q**3 / (8 * np.pi * const.h * q * barrier * mass_ratio)
    return pre * (field * 1e8)**2 * np.exp(-exponent(barrier, field)) * 1e-4


F0 = brentq(lambda F: fn_current(F) - J, 4, 12)
width = barrier / (F0 * 1e8)                       # m
wkb = quad(lambda s: 2 * np.sqrt(2 * mass_ratio * m0 * q * barrier
                                 * (1 - s)) / hbar * width, 0, 1)[0]
assert np.isclose(wkb, exponent(barrier, F0), rtol=1e-6)
# Supply integral at zero temperature; the closed form linearizes the exponent
supply = quad(lambda w: w * np.exp(-exponent(barrier + w, F0)
                                   + exponent(barrier, F0)), 0, 2)[0]
J_direct = (q * m0 / (2 * np.pi**2 * hbar**3) * q**2 * supply
            * np.exp(-exponent(barrier, F0)) * 1e-4)
assert np.isclose(J_direct, J, rtol=0.06)

# Trap depth implied by tunnel emission, and its thermal emission at 400 K
depth = brentq(lambda E: exponent(E, F0) - np.log(attempt / e), 0.5, 8)
log_thermal = (np.log(attempt) - depth * q / (const.k * 400)) / np.log(10)
assert log_thermal < np.log10(e) - 6
escape = depth / F0 * 10                           # nm
assert escape < centroid

# Feedback of trapped charge on the emission rate
full_field = q * N / eps * 1e-6                    # MV/cm for all traps full


def e_feedback(f):
    return attempt * np.exp(-exponent(depth, F0 + full_field * f))


f_fb = brentq(lambda f: c * (1 - f) - e_feedback(f) * f, 0, 1)
t90_fb = arrival(lambda t, f: c * (1 - f) - e_feedback(f) * f, 0.9 * f_fb)
assert f_fb < f_ss and abs(f_fb / f_ss - 1) < 0.1
F_double = brentq(lambda F: fn_current(F) - 2 * J, 4, 12)
e_ratio = attempt * np.exp(-exponent(depth, F_double)) / e
assert sigma * N < 1e-3
charge = 5 * tau * J                               # C/cm2
creation = 0.1 * N / (charge / q)

print(f"capture cross-section sigma = {sigma:.1e} cm2")
print(f"trap density N = {N:.1e} cm-2")
print(f"current density J = {J:.1e} A/cm2")
print(f"emission rate e = {e:.1e} 1/s")
print(f"oxide thickness = {thickness:.0f} nm")
print(f"charge centroid from gate = {centroid:.0f} nm")
print(f"relative permittivity = {eps_r:.1f}")
print(f"electron flux J/q = {flux:.3e} cm-2 s-1")
print(f"capture rate c = {c:.3e} 1/s")
print(f"total rate c+e = {c + e:.3e} 1/s")
print(f"steady occupancy f_ss = {f_ss:.3f}")
print(f"steady trapped density = {N * f_ss:.2e} cm-2")
print(f"time constant without emission = {tau0:.0f} s")
print(f"time constant with emission = {tau:.0f} s = {tau / 60:.1f} min")
print(f"ratio of time constants = {tau / tau0:.3f}")
print(f"t90 without emission = {np.log(10) * tau0:.0f} s")
print(f"t90 with emission = {np.log(10) * tau:.0f} s")
print(f"time to f = {level} without emission = {t_half0:.0f} s")
print(f"time to f = {level} with emission = {t_half:.0f} s")
for t in (500, 1000, 2000, 5000):
    print(f"f at {t} s: with emission {occupancy(t, c, e):.3f}, "
          f"without {occupancy(t, c, 0):.3f}")
print(f"random-history f at {t_stop:.0f} s, {n_traps} traps = {simulated:.3f}")
print(f"steady gate voltage shift = {shift * 1000:.1f} mV")
print(f"apparent sigma if emission ignored = {sigma_app:.2e} cm2")
print(f"apparent N if emission ignored = {N_app:.2e} cm-2")
print(f"assumed barrier = {barrier} eV, mass ratio = {mass_ratio}")
print(f"assumed attempt rate = {attempt:.0e} 1/s")
print(f"Fowler-Nordheim oxide field = {F0:.2f} MV/cm")
print(f"supply integral / closed-form current = {J_direct / J:.3f}")
print(f"trap depth implied by tunnel emission = {depth:.2f} eV")
print(f"tunnel escape distance = {escape:.1f} nm")
print(f"log10 of thermal emission rate (1/s) at 400 K = {log_thermal:.0f}")
print(f"gate-side field rise at f_ss = {full_field * f_ss:.4f} MV/cm")
print(f"emission rate with feedback = {e_feedback(f_fb):.2e} 1/s")
print(f"steady occupancy with feedback = {f_fb:.3f}")
print(f"t90 with feedback = {t90_fb:.0f} s")
print(f"oxide field at doubled J = {F_double:.2f} MV/cm")
print(f"emission rate factor at doubled J = {e_ratio:.2f}")
print(f"captured fraction of flux, all traps empty = {sigma * N:.1e}")
print(f"injected charge in 5 tau = {charge:.4f} C/cm2")
print(f"traps created per electron for 10% new traps = {creation:.1e}")
print(f"impact cross-section matching e = {e / flux:.1e} cm2")
print("success")
```

It prints:

```
capture cross-section sigma = 1.0e-17 cm2
trap density N = 1.0e+11 cm-2
current density J = 1.0e-05 A/cm2
emission rate e = 2.0e-04 1/s
oxide thickness = 50 nm
charge centroid from gate = 25 nm
relative permittivity = 3.9
electron flux J/q = 6.242e+13 cm-2 s-1
capture rate c = 6.242e-04 1/s
total rate c+e = 8.242e-04 1/s
steady occupancy f_ss = 0.757
steady trapped density = 7.57e+10 cm-2
time constant without emission = 1602 s
time constant with emission = 1213 s = 20.2 min
ratio of time constants = 0.757
t90 without emission = 3689 s
t90 with emission = 2794 s
time to f = 0.5 without emission = 1111 s
time to f = 0.5 with emission = 1310 s
f at 500 s: with emission 0.256, without 0.268
f at 1000 s: with emission 0.425, without 0.464
f at 2000 s: with emission 0.612, without 0.713
f at 5000 s: with emission 0.745, without 0.956
random-history f at 1000 s, 40000 traps = 0.423
steady gate voltage shift = 87.8 mV
apparent sigma if emission ignored = 1.32e-17 cm2
apparent N if emission ignored = 7.57e+10 cm-2
assumed barrier = 3.1 eV, mass ratio = 0.42
assumed attempt rate = 1e+13 1/s
Fowler-Nordheim oxide field = 8.14 MV/cm
supply integral / closed-form current = 0.968
trap depth implied by tunnel emission = 3.68 eV
tunnel escape distance = 4.5 nm
log10 of thermal emission rate (1/s) at 400 K = -33
gate-side field rise at f_ss = 0.0351 MV/cm
emission rate with feedback = 2.34e-04 1/s
steady occupancy with feedback = 0.727
t90 with feedback = 2615 s
oxide field at doubled J = 8.32 MV/cm
emission rate factor at doubled J = 2.32
captured fraction of flux, all traps empty = 1.0e-06
injected charge in 5 tau = 0.0607 C/cm2
traps created per electron for 10% new traps = 2.6e-08
impact cross-section matching e = 3.2e-18 cm2
success
```
